# The Jaynes-Cummings atom and field at half the revival time, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A two-level emitter (the "atom", states \(|g\rangle,|e\rangle\)) is coupled on resonance to one lossless cavity mode of frequency \(\omega\). In the rotating-wave approximation the Hamiltonian is \(\hbar\omega\hat N+H\), with

\[
H=\hbar g\,(a\sigma_++a^\dagger\sigma_-),\qquad \hat N=a^\dagger a+|e\rangle\langle e|,\qquad \sigma_+=|e\rangle\langle g|=\sigma_-^\dagger .
\]

Since \([\hat N,H]=0\), all states are given in the frame rotating at \(\omega\), where they evolve under \(H\) alone. Time is measured by \(\tau=gt\). At \(\tau=0\) atom and field are uncorrelated, and the field is in the coherent state \(|\alpha\rangle=\sum_nC_n|n\rangle\), with \(\alpha=\sqrt{\bar n}\) real, \(C_n=e^{-\bar n/2}\alpha^n/\sqrt{n!}\) and \(\bar n\gg1\). Entropies are in nats. Quadratures are defined by \(a=(q+ip)/\sqrt2\), \([q,p]=i\), and \(\int W\,dq\,dp=1\).

(a) Solve the dynamics for the atomic state \(c_e|e\rangle+c_g|g\rangle\) and find the revival time \(\tau_R\) of the inversion.

(b) Show that at \(\tau_R/2\) the atom is nearly pure for any initial atomic state, pure or mixed. Find the state it reaches and the leading departure from purity. What property of the field, besides its photon distribution, is needed?

(c) For a pure initial atom, find the entropy of the field at \(\tau_R/2\).

(d) Find the field state and its Wigner function at \(\tau_R/2\) to leading order. Are the components coherent states?

(e) Evaluate the results for the model parameters \(\hbar\omega=2\) eV, \(\hbar g=1\) meV, \(\bar n=100\), with the atom starting in \(|e\rangle\).

## Hints

1. \(H\) couples only the pairs \(|e,n\rangle,|g,n+1\rangle\).
2. Expand the atomic state in \(|\pm\rangle=(|g\rangle\pm|e\rangle)/\sqrt2\), the eigenstates of \(H\) when \(a\) is replaced by \(\alpha\). Complex conjugation relates the two solutions.
3. Use \(\varepsilon=\bar n^{-1/2}\) and \(x=\varepsilon(n-\bar n)\). Project the joint state on the atomic state orthogonal to the one found at leading order.
4. Examine how the phase \(2\tau\sqrt n\) changes from \(n\) to \(n+1\) at \(\tau_R/2\).
5. In \(\tau\sqrt n\) keep every term that does not vanish as \(\varepsilon\to0\). Near each component, \(x\) is proportional to a quadrature, so that quadrature's representation is the convenient one.

## Solution

### (a) Exact dynamics and revival

From \(H|e,n\rangle=\hbar g\sqrt{n+1}\,|g,n+1\rangle\) and \(H|g,n+1\rangle=\hbar g\sqrt{n+1}\,|e,n\rangle\), \(H\) acts in each pair as \(\hbar g\sqrt{n+1}\) times the exchange matrix, whose square is the identity. Summing the exponential series, with \(\theta_n=\tau\sqrt n\),

\[
|e,n\rangle\to\cos\theta_{n+1}|e,n\rangle-i\sin\theta_{n+1}|g,n+1\rangle,\qquad
|g,n\rangle\to\cos\theta_n|g,n\rangle-i\sin\theta_n|e,n-1\rangle .
\]

Collecting coefficients in \(|\psi\rangle=|e\rangle|\chi_e\rangle+|g\rangle|\chi_g\rangle\),

\[
\chi_e(n)=c_eC_n\cos\theta_{n+1}-ic_gC_{n+1}\sin\theta_{n+1},\qquad
\chi_g(n)=c_gC_n\cos\theta_n-ic_eC_{n-1}\sin\theta_n. \tag{1}
\]

For \(c_e=1\) the inversion is \(\|\chi_e\|^2-\|\chi_g\|^2=\sum_nC_n^2\cos2\theta_{n+1}\). Neighbouring terms near \(n=\bar n\) differ in phase by \(2\tau\,d\sqrt n/dn=\tau/\sqrt{\bar n}\). They rephase when this equals \(2\pi\), so \(\tau_R=2\pi\sqrt{\bar n}\) at leading order. From here on \(\tau=\tau_R/2=\pi/\varepsilon\).

A field phase \(\varphi\) needs no separate treatment. The operator \(e^{i\varphi\hat N}\) commutes with \(H\), sends \(|\alpha\rangle\to|\alpha e^{i\varphi}\rangle\) and \(|e\rangle\to e^{i\varphi}|e\rangle\), so every result below holds with \(|e\rangle\) replaced by \(e^{i\varphi}|e\rangle\) and phase space rotated by \(\varphi\).

### (b) The atomic state

**Expansions.** With \(n=\bar n(1+\varepsilon x)\) and \(n+1=\bar n(1+\varepsilon x+\varepsilon^2)\), the ratio \(C_n/C_{n-1}=\alpha/\sqrt n\) gives

\[
\frac{C_{n-1}}{C_n}=\sqrt{1+\varepsilon x}=1+\frac{\varepsilon x}2+\dots,\qquad
\frac{C_{n+1}}{C_n}=\frac1{\sqrt{1+\varepsilon x+\varepsilon^2}}=1-\frac{\varepsilon x}2+\dots,
\]

\[
\theta_{n+1}-\theta_n=\frac{\pi}{\sqrt{1+\varepsilon x+\varepsilon^2}+\sqrt{1+\varepsilon x}}=\frac\pi2-\frac{\pi\varepsilon x}4+\dots \tag{2}
\]

The last form follows from \(\sqrt u-\sqrt v=(u-v)/(\sqrt u+\sqrt v)\) with \(u-v=\varepsilon^2\). All three functions are unchanged under \((\varepsilon,x)\to(-\varepsilon,-x)\), so the coefficient of \(\varepsilon^k\) is a polynomial in \(x\) of parity \((-1)^k\). The series are used under sums with the Poisson weight \(C_n^2\), which confines \(x\) to order one. Write \(\langle\cdot\rangle\) for this average. All Poisson cumulants of \(n\) equal \(\bar n\), so the \(k\)-th cumulant of \(x\) is \(\varepsilon^{k-2}\) for \(k\ge2\). Hence \(\langle x\rangle=0\), \(\langle x^2\rangle=1\), \(\langle x^3\rangle=\varepsilon\), and every odd moment is \(O(\varepsilon)\), because it contains at least one odd cumulant.

**The two branches.** Write \(c_g|g\rangle+c_e|e\rangle=a_+|+\rangle+a_-|-\rangle\) with \(a_\pm=(c_g\pm c_e)/\sqrt2\). For \(|+\rangle\), \(c_e=c_g=1/\sqrt2\). Put \(\theta=\theta_n\), \(\theta'=\theta_{n+1}\). To first order, (1) and (2) give

\[
\sqrt2\,\chi_g^+=C_n\Big[e^{-i\theta}-\frac{i\varepsilon x}2\sin\theta\Big],\qquad
\sqrt2\,\chi_e^+=C_n\Big[e^{-i\theta'}+\frac{i\varepsilon x}2\sin\theta'\Big].
\]

By (2), \(e^{-i\theta'}=-ie^{-i\theta}(1+i\pi\varepsilon x/4)\), and in the term already of first order \(\sin\theta'=\cos\theta\). Therefore

\[
\sqrt2\,i\chi_e^+=C_n\Big[e^{-i\theta}\Big(1+\frac{i\pi\varepsilon x}4\Big)-\frac{\varepsilon x}2\cos\theta\Big].
\]

At zeroth order \(\chi_e^+=-i\chi_g^+\), which points to the atomic basis

\[
|A\rangle=\frac{|g\rangle-i|e\rangle}{\sqrt2},\qquad|B\rangle=\frac{|g\rangle+i|e\rangle}{\sqrt2}.
\]

Write \(|\psi\rangle=|A\rangle|\xi\rangle+|B\rangle|\eta\rangle\). Since \(\langle A|=(\langle g|+i\langle e|)/\sqrt2\), we have \(\xi=(\chi_g+i\chi_e)/\sqrt2\) and \(\eta=(\chi_g-i\chi_e)/\sqrt2\). Adding and subtracting the two brackets,

\[
\xi^+=C_n\Big[e^{-i\theta}\Big(1+\frac{i\pi\varepsilon x}8\Big)-\frac{\varepsilon x}4e^{i\theta}\Big],
\]

\[
\eta^+=\frac{C_n}2\Big[-\frac{i\pi\varepsilon x}4e^{-i\theta}+\frac{\varepsilon x}2(\cos\theta-i\sin\theta)\Big]=\varepsilon xC_n\,\frac{2-i\pi}8\,e^{-i\theta}.
\]

For \(|-\rangle\), \(c_e=-c_g\), and (1) shows exactly that \(\chi_g^-=(\chi_g^+)^*\) and \(\chi_e^-=-(\chi_e^+)^*\). Then \(\chi_g^-\pm i\chi_e^-=(\chi_g^+\pm i\chi_e^+)^*\), so \(\xi^-=(\xi^+)^*\) and \(\eta^-=(\eta^+)^*\). With \(\Phi_\pm(n)=C_ne^{\mp i\theta_n}\), linearity gives

\[
\xi=a_+\Phi_++a_-\Phi_-+O(\varepsilon),\qquad
\eta=\frac{\varepsilon x}8\big[a_+(2-i\pi)\Phi_++a_-(2+i\pi)\Phi_-\big]+O(\varepsilon^2). \tag{3}
\]

Both basis states \(|\pm\rangle\) lead to the same atomic state \(|A\rangle\). The amplitudes \(a_\pm\) have moved into the field.

**The branches do not overlap.** Norms computed from (3) contain cross sums \(\langle \mathrm{poly}(x)\,e^{-2i\theta_n}\rangle\). Expanding the root in \(\theta_n=\pi\bar n\sqrt{1+\varepsilon x}\), with \(\bar n\varepsilon x=n-\bar n\) and \(\bar n\varepsilon^2=1\),

\[
\theta_n=\frac{\pi\bar n}2+\frac{\pi n}2-\frac{\pi x^2}8+\frac{\pi\varepsilon x^3}{16}-\dots \tag{4}
\]

So \(e^{-2i\theta_n}\) is \((-1)^n\) times a smooth function of \(x\). By Poisson summation, an alternating sum of a smooth decaying function sampled at spacing \(\varepsilon\) is a sum of its Fourier transforms at odd multiples of \(\pi/\varepsilon\), and these fall faster than any power of \(\varepsilon\). The cross sums do not enter the expansion in \(\varepsilon\).

Their actual size comes from the Poisson tail. For \(\langle\Phi_-|\Phi_+\rangle=\sum_nC_n^2e^{-2i\theta_n}\), replace the sum by \(\sum_k\int d\nu\,e^{2\pi ik\nu}(\dots)\), use Stirling's form \(C_\nu^2\approx(2\pi\nu)^{-1/2}e^{\nu\ln(\bar n/\nu)+\nu-\bar n}\), and set \(\nu=\bar nz^2\), so that \(2\theta=2\pi\bar nz\). The exponent is \(\bar nf_k(z)\) with

\[
f_k(z)=-2z^2\ln z+z^2-1+2\pi i(kz^2-z).
\]

On the positive axis the phase is stationary at \(z=1/(2k)\) for \(k\ge1\) and nowhere for \(k\le0\). The real part has derivative \(-4z\ln z>0\) on \((0,1)\), so among the stationary points \(k=1\) carries the largest weight. Its saddle obeys \(f_1'=-4z\ln z+2\pi i(2z-1)=0\), with root \(z_s=0.5122+0.1130\,i\). The prefactor \(\bar n^{-1/2}\cdot\bar n\cdot\bar n^{-1/2}\) (Stirling factor, \(d\nu=2\bar nz\,dz\), saddle width) does not depend on \(\bar n\), so the overlap falls as \(e^{-r\bar n}\) with \(r=-\mathrm{Re}f_1(z_s)=0.3954\). That this saddle dominates is tested numerically: the exact sums at \(\bar n=50\) and \(100\) give the rate \(0.3953\). The decay is much slower than \(|\langle i\alpha|{-i\alpha}\rangle|=e^{-2\bar n}\) for two opposite coherent states.

**The reduced atomic state.** In the basis \(A,B\), the matrix \(\rho_{\rm at}\) has diagonal \(1-p,\;p\) with \(p=\|\eta\|^2\), and off-diagonal element \(c=\langle\eta|\xi\rangle\). From (3), with the cross sums dropped, \(|2\mp i\pi|^2=4+\pi^2\) and \(|a_+|^2+|a_-|^2=1\),

\[
p=\varepsilon^2\langle x^2\rangle\frac{4+\pi^2}{64}+O(\varepsilon^4)=p_1+O(\bar n^{-2}),\qquad p_1=\frac{4+\pi^2}{64\,\bar n}.
\]

The \(\varepsilon^3\) term pairs the odd first-order polynomial with the even second-order one. Its average is an odd moment, \(O(\varepsilon)\), which pushes the term to \(\varepsilon^4\). In \(c\) the first-order term is proportional to \(\langle x\rangle=0\), so \(c=O(\varepsilon^2)\). The smaller eigenvalue of the \(2\times2\) matrix is

\[
\lambda_{\min}=\tfrac12\Big[1-\sqrt{(1-2p)^2+4|c|^2}\Big]=p-\frac{|c|^2}{1-2p}+\dots=p_1+O(\bar n^{-2}), \tag{5}
\]

and the purity is \(\lambda_{\min}^2+(1-\lambda_{\min})^2=1-2p_1+O(\bar n^{-2})\). The initial state first appears at order \(\bar n^{-2}\). Of the two parts of \(4+\pi^2\), the \(\pi^2\) comes from the spread of \(\theta_{n+1}-\theta_n\) over the photon distribution and the \(4\) from the inequality of \(C_{n\pm1}\) and \(C_n\).

A mixed initial atom is a weighted sum of pure ones, and \(\rho_{\rm at}\) is linear in it. Then \(p\) and \(c\) are weighted averages of the pure-state values, and (5) holds unchanged.

**Conditions.** The result is asymptotic in \(\bar n\), and with the Poisson photon distribution it needs a definite field phase. This is not a requirement on every field: for integer \(\bar n\), the number state with \(n=\bar n-1\) has \(\theta_{n+1}=\pi\bar n\) and \(\theta_n\approx\pi\bar n-\pi/2\), so \(|e,n\rangle\) and \(|g,n\rangle\) both leave the atom in \(|e\rangle\), up to a small error. A Poisson mixture of number states does not share this property. For the phase-averaged field \(\sum_nC_n^2|n\rangle\langle n|\) and an atom in \(|e\rangle\), each \(|e,n\rangle\) evolves into a superposition whose two atomic states carry the orthogonal field states \(|n\rangle,|n+1\rangle\). Then \(\rho_{\rm at}\) is diagonal with \(P_e=\frac12+\frac12\langle\cos2\theta_{n+1}\rangle\), the last sum is of the alternating kind, and the entropy is \(\ln2\). The same conclusion follows from averaging the projector on \((|g\rangle-ie^{i\varphi}|e\rangle)/\sqrt2\) over \(\varphi\), which gives half the identity.

### (c) Entropy

For a pure start the joint state stays pure. Its Schmidt decomposition has at most two terms, and both reduced states have the squared Schmidt coefficients \(\lambda_{\min},1-\lambda_{\min}\) as their nonzero eigenvalues. With \(h(\lambda)=-\lambda\ln\lambda-(1-\lambda)\ln(1-\lambda)\),

\[
S_{\rm field}=S_{\rm at}=h(p_1)+O(\bar n^{-2}\ln\bar n)\approx p_1(1-\ln p_1). \tag{6}
\]

The error follows from \(h'(\lambda)=\ln[(1-\lambda)/\lambda]\approx-\ln\lambda\). The entropy vanishes as \(\ln\bar n/\bar n\).

### (d) The field state and its Wigner function

The field state is exactly \(\rho_{\rm f}=|\xi\rangle\langle\xi|+|\eta\rangle\langle\eta|\), and to leading order it is the pure state \(a_+\Phi_++a_-\Phi_-\). It has two components only if both \(a_\pm\) are nonzero. An atom starting in \(|+\rangle\) or \(|-\rangle\) leaves a single one.

**Shape of a branch.** By (4), \(e^{-i\theta_n}=e^{-i\pi\bar n/2}(-i)^ne^{i\pi x^2/8}+O(\varepsilon)\), and \(\sum_nC_n(-i)^n|n\rangle=|{-i\alpha}\rangle\). With \(\hat x=\varepsilon(a^\dagger a-\bar n)\),

\[
|\Phi_+\rangle=e^{-i\pi\bar n/2}\,e^{i\pi\hat x^2/8}\,|{-i\alpha}\rangle+O(\varepsilon).
\]

The quadratic phase is of order one for every \(\bar n\) and cannot be dropped. Set \(a=-i\alpha+b\), \(b=(q+iP)/\sqrt2\), \(P=p+p_0\), \(p_0=\sqrt{2\bar n}\). Then

\[
a^\dagger a=\alpha^2+i\alpha(b-b^\dagger)+b^\dagger b=\bar n-\sqrt2\,\alpha P+b^\dagger b,\qquad \hat x=-\sqrt2P+\varepsilon b^\dagger b,
\]

because \(b-b^\dagger=i\sqrt2P\). At leading order \(\pi\hat x^2/8=\kappa P^2/2\) with \(\kappa=\pi/2\). Although \(b^\dagger b\) does not commute with \(P\), the replacement costs only \(O(\varepsilon)\) in norm. For Hermitian \(X=\pi\hat x^2/8\) and \(Y=\kappa P^2/2\), the identity \(e^{iX}-e^{iY}=i\int_0^1e^{i(1-u)X}(X-Y)e^{iuY}du\) bounds the error by the largest \(\|(X-Y)e^{iuY}|{-i\alpha}\rangle\|\). Here \(X-Y\) is \(\varepsilon\) times a polynomial in \(q,P\), acting on a Gaussian whose moments do not depend on \(\varepsilon\).

In the momentum representation \(q=i\,d/dp\), so \(a^\dagger=-i(p-d/dp)/\sqrt2\) and \(\langle p|n\rangle=(-i)^nh_n(p)\), where \(h_n\) are the real Hermite functions, \(h_n(-p)=(-1)^nh_n(p)\). Thus \(\langle p|{-i\alpha}\rangle=\sum_nC_n(-1)^nh_n(p)\) is real. The condition \(b|{-i\alpha}\rangle=0\) reads \((d/dp+P)\phi=0\), so it equals \(\pm\pi^{-1/4}e^{-P^2/2}\), and the sign is \(+\) because the overlap with \(h_0>0\) is \(C_0>0\). From \(\Phi_-=\Phi_+^*\) one has \(\phi_+^*(-p)=\sum_n\Phi_-(n)\,i^n(-1)^nh_n(p)=\phi_-(p)\) exactly. With \(s=1-i\kappa\),

\[
\phi_+(p)=e^{-i\pi\bar n/2}\pi^{-1/4}e^{-s(p+p_0)^2/2},\qquad
\phi_-(p)=e^{i\pi\bar n/2}\pi^{-1/4}e^{-s^*(p-p_0)^2/2}. \tag{7}
\]

On \(\phi_+\), \(q\phi_+=-isP\phi_+=-(\kappa+i)P\phi_+\), and \(|\phi_+|^2=\pi^{-1/2}e^{-P^2}\) gives \(\langle P^2\rangle=\frac12\). Hence

\[
\mathrm{Var}\,p=\tfrac12,\qquad \mathrm{Var}\,q=\tfrac12|s|^2=\tfrac12(1+\kappa^2),\qquad \mathrm{Cov}(q,p)=\mathrm{Re}\langle Pq\rangle=-\tfrac12\kappa .
\]

The determinant is \(\frac14(1+\kappa^2)-\frac14\kappa^2=\frac14\), as for the vacuum, and the trace is \(T=1+\kappa^2/2\). The principal variances \(\frac12(T\mp\sqrt{T^2-1})\) are \(0.118\) and \(2.116\), against \(\frac12\) for a coherent state. The branch is a squeezed state, sheared because parts with different \(n\) rotate at different rates. Its fidelity with \(|{-i\alpha}\rangle\) is

\[
\Big|\pi^{-1/2}\!\int e^{-(1-i\kappa/2)P^2}dP\Big|^2=|1-i\kappa/2|^{-1}=(1+\kappa^2/4)^{-1/2}=0.786,
\]

which does not approach one as \(\bar n\to\infty\). These variances belong to \(\Phi_+\). For an atom starting in \(|+\rangle\) the true field also holds the term \(-\varepsilon x\Phi_-/4\) of \(\xi^+\), of weight \(\varepsilon^2/16\) at distance \(2p_0\), which adds \((2p_0)^2\varepsilon^2/16=\frac12\) to \(\mathrm{Var}\,p\). With \(\mathrm{Var}\,p=1\) the covariance matrix minus \(\frac12\) times the identity has entries \(\kappa^2/2,\,-\kappa/2,\,\frac12\) and zero determinant, so the principal variances of the true field tend to \(\frac12\) and \(1+\kappa^2/2=2.234\). The squeezing of \(\Phi_+\) shows in the shape of the lobe but not in the quadrature variances of the full field. A small error in norm controls bounded observables only.

At half the revival time the atom is nearly pure whatever its initial state, and to leading order the field is a superposition of two sheared, squeezed branches that are not coherent states. What remains is the field's Wigner function, the limits of the model, the numerical evaluation, and the variations to a mixed initial atom and to other times.
